\section*{Ion energy distribution for a quasi-static squared-cosine sheath voltage}

\section{Energy bins and the two end laws}

A table of an ion energy distribution can hold the density at each bin centre or the probability integrated over each bin. For the sheath voltage
\begin{equation}
V(x)=\frac{V_m}{4}(1+\cos x)^2,\qquad x=\omega t,
\label{eq:wave}
\end{equation}
the choice matters, because the density is infinite at both ends of the energy range and the two infinities have different strengths. With the scaled energy $u=E/(eV_m)$, the quasi-static density is
\begin{equation}
f(u)=\frac{1}{2\pi}\,\frac{u^{-3/4}}{\sqrt{1-\sqrt u}},\qquad 0<u<1 .
\label{eq:density}
\end{equation}
It diverges as $u^{-3/4}$ at zero energy and as $(1-u)^{-1/2}$ at maximum energy.

Here $V$ is the positive potential drop from the sheath edge to the electrode, $e$ is the elementary charge, and the ions are singly charged. Four assumptions define the model: the ions do not collide in the sheath, their entry energy is negligible, they cross in a time much shorter than the period $2\pi/\omega$, and their flux at the electrode is constant in time.

The waveform is imposed by the generator. The same shape also arises when a sinusoidal displacement current drives a sheath of uniform ion density $n$. The thickness is then $s=s_0(1+\cos x)$, and Poisson's equation gives $V=ens^2/(2\epsilon_0)$, which is Eq.~\eqref{eq:wave} with $V_m=2ens_0^2/\epsilon_0$. That origin does not fit the present limit. The displacement current has amplitude $en\omega s_0$, while the ion current is $enu_B$, with $u_B$ the speed at which ions enter the sheath. A constant ion flux needs an edge that moves slowly, $\omega s_0\ll u_B$, and the displacement current is then the smaller of the two. The generator must therefore hold the electrode at the potential $-V$ relative to the sheath edge, with
\begin{equation}
\frac{V}{V_m}=\frac14\left(1+2\cos x+\frac{1+\cos2x}{2}\right)
=\frac38+\frac12\cos x+\frac18\cos2x .
\label{eq:fourier}
\end{equation}

\section{From phase to energy}

Let the potential be zero at the sheath edge and let $\phi(z,t)$ be the potential in the sheath, equal to $-V$ at the electrode. For an ion of mass $M$ and speed $v$,
\begin{equation}
\frac{d}{dt}\left(\frac{Mv^2}{2}+e\phi\right)=e\,\frac{\partial\phi}{\partial t},
\end{equation}
because the work of the field cancels the change of $\phi$ due to the ion's own motion. If the potential barely changes during the transit, the right side contributes little, and the impact energy is $E=eV(x)$ at the phase of arrival. With $1+\cos x=2\cos^2(x/2)$,
\begin{equation}
u=\cos^4\frac{x}{2}.
\label{eq:u}
\end{equation}

Constant flux makes the arrival phase uniform over $2\pi$. The phases $x$ and $2\pi-x$ give the same energy, so it is enough to take $x$ uniform on $(0,\pi)$ with density $1/\pi$. There $u$ falls steadily from 1 to 0, and the inverse is $x=2\arccos(u^{1/4})$. An ion has scaled energy below $u$ if it arrives later than this phase, so the cumulative distribution is
\begin{equation}
F(u)=1-\frac{2}{\pi}\arccos(u^{1/4})=\frac{2}{\pi}\arcsin(u^{1/4}).
\label{eq:cdf}
\end{equation}
The density is its derivative. By the chain rule,
\begin{align}
f(u)&=\frac{2}{\pi}\,\frac{1}{\sqrt{1-(u^{1/4})^2}}\;\frac{d\,u^{1/4}}{du}\nonumber\\
&=\frac{2}{\pi}\,\frac{1}{\sqrt{1-\sqrt u}}\;\frac{u^{-3/4}}{4},
\end{align}
which is Eq.~\eqref{eq:density}. Since $F(0)=0$ and $F(1)=1$, the density is normalised. Per unit energy it is $f(u)/(eV_m)$.

\section{Why the two ends differ}

The density near an extreme energy measures how long the voltage lingers there. At the minimum put $x=\pi+y$. Then $1+\cos x=1-\cos y\approx y^2/2$, and the square in Eq.~\eqref{eq:wave} gives
\begin{equation}
u\approx\frac{y^4}{16}.
\end{equation}
The voltage is below $u=\delta$ for $|y|<2\delta^{1/4}$, an interval of length $4\delta^{1/4}$ out of $2\pi$. At the maximum, $\cos^4(x/2)\approx1-x^2/2$. The voltage is within $\delta$ of the top for $|x|<\sqrt{2\delta}$, an interval of length $2\sqrt{2\delta}$. The ion fractions at the two ends are, to leading order in $\delta$,
\begin{equation}
P_{\rm low}\approx\frac{2}{\pi}\,\delta^{1/4},\qquad
P_{\rm high}\approx\frac{\sqrt2}{\pi}\,\delta^{1/2}.
\label{eq:ends}
\end{equation}
Differentiating with respect to $\delta$ gives the end laws of the density,
\begin{align}
f&\approx\frac{u^{-3/4}}{2\pi} & (u&\to0),\\
f&\approx\frac{(1-u)^{-1/2}}{\sqrt2\,\pi} & (u&\to1).
\end{align}

The same argument covers other waveforms. If $u$ departs from an extreme value as $|x-x_0|^m$, the time spent within $\delta$ of it scales as $\delta^{1/m}$ and the density as $\delta^{1/m-1}$. The quartic minimum gives $-3/4$ and the quadratic maximum $-1/2$. A plain raised cosine, $V_m(1+\cos x)/2$, has quadratic extrema and exponent $-1/2$ at both ends. Root-finding, without use of Eq.~\eqref{eq:density}, reproduces both exponents of the waveform~\eqref{eq:wave} and the lower one of the raised cosine to within $0.001$; the upper one of the raised cosine follows by symmetry.

The end laws set in at different rates. Expanding Eq.~\eqref{eq:density} gives a relative correction $+\sqrt u/2$ at the lower end, already 10\% at $u=0.04$, where the full excess is 11.8\%. At the upper end let $\epsilon=1-u$. Then $1-\sqrt u\approx(\epsilon/2)(1+\epsilon/4)$ and $u^{-3/4}\approx1+3\epsilon/4$, so the relative correction is $3\epsilon/4-\epsilon/8=5\epsilon/8$. A power law fitted to the lower end therefore needs a narrow range of energy.

\section{Use in a calculation}

A bin from $u_1$ to $u_2$ should receive the probability $F(u_2)-F(u_1)$. The cost of using the density at the bin centre follows from the end laws. For a first bin of small width $\delta$, the centre value times the width is
\begin{equation}
\frac{\delta}{2\pi}\left(\frac{\delta}{2}\right)^{-3/4}
=\frac{2^{3/4}}{2\pi}\,\delta^{1/4},
\end{equation}
which is $2^{3/4}/4\approx0.42$ of the correct $P_{\rm low}$. For the last bin the same rule gives $\sqrt\delta/\pi$, which is $1/\sqrt2\approx0.71$ of $P_{\rm high}$. These ratios do not depend on $\delta$ at leading order, so refining the grid does not cure the relative error of the end bins. The absolute error does shrink, but at the lower end only as $\delta^{1/4}$.

For the average of a smooth function $g(E)$, integration over phase avoids the singularities:
\begin{equation}
\langle g\rangle=\frac1\pi\int_0^\pi g\!\left(eV_m\cos^4\frac{x}{2}\right)dx .
\end{equation}
For Monte Carlo sampling, set $F(u)=R$ with $R$ uniform on $(0,1)$ and invert Eq.~\eqref{eq:cdf}: $u=\sin^4(\pi R/2)$.

The moments follow from averages of even powers of the cosine. Each step from power $2k-2$ to $2k$ multiplies the average by $(2k-1)/(2k)$, so
\begin{align}
\langle u\rangle&=\frac12\cdot\frac34=\frac38,\\
\langle u^2\rangle&=\frac38\cdot\frac56\cdot\frac78=\frac{35}{128}.
\end{align}
The variance is $35/128-9/64=17/128$. The median solves $\arcsin(u^{1/4})=\pi/4$, which gives $u=1/4$. The least-populated energy follows from
\begin{equation}
\frac{d\ln f}{du}=-\frac{3}{4u}+\frac{1}{4\sqrt u\,(1-\sqrt u)}=0 .
\end{equation}
Multiplying by $4u(1-\sqrt u)$ gives $\sqrt u=3(1-\sqrt u)$, so $\sqrt u=3/4$ and $u=9/16$. This is the sole stationary point between two infinities, hence a minimum, with $f=(4/3)^{3/2}/\pi\approx0.49$.

\section{Tolerance on the second harmonic}

The exponent $-3/4$ rests on a cancellation between the harmonics. Let the second-harmonic amplitude in Eq.~\eqref{eq:fourier} be $1/8+\eta$ with $|\eta|\ll1$. Near $x=\pi$ the varying part is $-\frac12\cos y+(\frac18+\eta)\cos2y$. Its quadratic coefficient is $\frac14-2(\frac18+\eta)=-2\eta$, and its quartic coefficient is $-\frac1{48}+\frac1{12}=\frac1{16}$ for small $\eta$. Apart from a constant,
\begin{equation}
u\approx-2\eta y^2+\frac{y^4}{16}.
\end{equation}
For $\eta<0$ the minimum is quadratic. The two terms are equal at $y^2=32|\eta|$, where each is $64\eta^2$. Well below that energy, measured from the minimum, the exponent tends to $-1/2$. For $\eta>0$ there are two quadratic minima at $y^2=16\eta$, lying $16\eta^2$ below a small local maximum, and the exponent at the lowest energy is again $-1/2$. An amplitude 1\% of $V_m$ too low gives $64\eta^2=0.0064$. At three times this value the density is still 11\% above Eq.~\eqref{eq:density}, and the excess fades only as $u^{-1/2}$. The lowest hundredth of the energy range then holds 17.0\% of the ions instead of 20.5\%, so the low-energy peak is sensitive to the second harmonic.

\section{Transit time and moving sheath edge}

The quasi-static condition needs a transit time. Let $\psi(\xi)$ be the potential drop at distance $\xi$ from the sheath edge, and let $J$ be the ion current density. Neglect electrons in the sheath and the entry speed. The ion charge density is $J/v$ with $v=\sqrt{2e\psi/M}$, so Poisson's equation reads
\begin{equation}
\psi''=\frac{J}{\epsilon_0}\sqrt{\frac{M}{2e}}\;\psi^{-1/2}.
\end{equation}
Multiply by $2\psi'$ and integrate from $\psi=\psi'=0$:
\begin{equation}
\psi'^2=A^2\psi^{1/2},\qquad A^2=\frac{4J}{\epsilon_0}\sqrt{\frac{M}{2e}} .
\end{equation}
Separation gives $\frac43\psi^{3/4}=A\xi$. Setting $\psi=V$ at $\xi=s$ yields Child's law,
\begin{equation}
s^2=\frac{16V^{3/2}}{9A^2}=\frac{4\epsilon_0}{9J}\sqrt{\frac{2e}{M}}\;V^{3/2}.
\end{equation}
The ion speed is $v_i(\xi/s)^{2/3}$, with $v_i$ the impact speed, and the transit time is
\begin{equation}
\tau=\frac{s}{v_i}\int_0^1\zeta^{-2/3}\,d\zeta=\frac{3s}{v_i}.
\end{equation}
Since $s\propto V^{3/4}$ and $v_i\propto V^{1/2}$, $\tau\propto V^{1/4}$. The transit becomes shorter as the sheath collapses, which keeps the relative energy shift bounded at the low-energy end.

The lag changes the energy of a single ion at first order in $\omega\tau$. The solution above has $\psi\propto\xi^{4/3}$ with a coefficient independent of $V$. At a fixed point, moving the edge changes $\psi$ at a rate proportional to $\xi^{1/3}$, which reaches $dV/dt$ at the electrode. Along the path $\xi\propto t^3$, so $\xi^{1/3}$ rises linearly in time and its average is half its final value. The impact energy is $e(V-\frac12\tau\,dV/dt)$, the voltage half a transit time earlier. With $V\propto\cos^4(x/2)$ and $\tau=\tau_m\cos(x/2)$ for $0<x<\pi$, $\tau_m$ being the transit time at $V_m$, the relative shift is
\begin{equation}
-\frac{\omega\tau}{2V}\frac{dV}{dx}=\omega\tau_m\sin\frac{x}{2}.
\end{equation}
It does not exceed $\omega\tau_m$ at this order. A finite entry speed makes it smaller, most of all at low voltage. On the other half of the period its sign is reversed.

This reversal removes the first-order effect from the distribution. Let $h(x)$ be the small energy shift, odd in $x$. The delay between a steady upstream supply and arrival depends at leading order on the voltage alone and is even in $x$. Its derivative modulates the arriving flux by a small odd amount $q(x)$. For any smooth $g$,
\begin{equation}
\langle g\rangle\approx\frac1{2\pi}\int_{-\pi}^{\pi}\left[g(eV)+h\,g'(eV)+q\,g(eV)\right]dx ,
\end{equation}
and the last two terms are odd, so they integrate to zero. The argument needs a smooth $g$. A sharp threshold placed right at the upper singularity is not covered, since a second-order shift of the top energy changes $P_{\rm high}$ through its square root.

\section{Example: argon ions on a silicon wafer}

Take a bare, conducting silicon wafer under a dc-coupled tailored bias with $V_m=200$~V at 50~kHz. The argon plasma has electron temperature 3~eV and sheath-edge density $10^{11}$~cm$^{-3}$, and the gas is at 2~mTorr and 400~K. Before offsets, the mean ion energy is $\frac38\times200=75$~eV, the median is $\frac14\times200=50$~eV, and the standard deviation is $\sqrt{17/128}\times200=72.9$~eV. The density is least at $\frac9{16}\times200=112.5$~eV, where it is $0.49/200=0.00245$ per eV.

A window of 2~eV has $\delta=2/200=0.01$. The lowest window holds
\begin{equation}
\frac2\pi\arcsin(0.01^{1/4})=20.5\%
\end{equation}
of the ions and the highest 4.5\%, a ratio of 4.5. The same width at the least density holds 0.49\%. The leading laws of Eq.~\eqref{eq:ends} give 20.1\% and 4.5\%.

Ions enter at the Bohm speed $u_B=\sqrt{eT_e/M}=2.69$~km/s, with $T_e$ the electron temperature expressed as a voltage. At peak voltage Child's law gives a sheath thickness of 0.753~mm and the impact speed is 31.1~km/s, so $\tau_m=3\times0.753~{\rm mm}/(31.1~{\rm km/s})=73$~ns, against a period of 20~$\mu$s. Hence $\omega\tau_m=0.023$. Keeping the Bohm entry speed in Poisson's equation, still without electrons, thickens the sheath by 13\% to 0.85~mm and shortens the transit to 70~ns, so the limit is unaffected. The estimates below use the Child-law thickness. The sheath edge moves at no more than 0.051 of the Bohm speed, and the peak displacement current is 0.011 of the ion current.

The cancellation was tested with 3000 trajectories in a Child-law potential that follows the voltage instantly. The ions were launched at equal time intervals, with the Bohm speed, from the position of the widest edge. After subtraction of the entry energy, the cumulative distribution, read at 200 equally spaced levels from $u=0.01$ to 1, differed from Eq.~\eqref{eq:cdf} by at most 0.0003, about the counting step of one ion in 3000. These levels skip the last few meV below the top. The largest energy falls short of $eV_m$ by $1.5\times10^{-5}\,eV_m$, or 3~meV, an amount of second order in $\omega\tau_m$. By Eq.~\eqref{eq:ends} the cumulative distribution is off there by about 0.002, which is of first order. At 4~MHz, with all else fixed, $\omega\tau_m=1.83$ and the largest difference was 0.54. The energy gain then ran from 5 to 184~eV instead of 0 to 200~eV. The peak edge speed, scaled with frequency, is about four Bohm speeds there, so inertia and uneven flux act together and this run does not separate them. It shows that the quasi-static formula fails, but it is not a self-consistent prediction for 4~MHz.

\section{Offsets, rounding and real reactors}

If the dc level of the generator is set for zero mean current and the plasma potential stays fixed, the sheath voltage becomes $V_0+V$, with a floor $V_0$. For electrons that follow a Boltzmann law, the ratio of electron to ion flux at zero sheath voltage is $\frac14\sqrt{8eT_e/\pi m}\,/\sqrt{eT_e/M}=\sqrt{M/2\pi m}$, with $m$ the electron mass. Balance over a period gives
\begin{equation}
V_0=T_e\left[\ln\sqrt{\frac{M}{2\pi m}}+\ln\left\langle e^{-V/T_e}\right\rangle\right].
\end{equation}
For $T_e\ll V_m$ the low-energy law fixes the average:
\begin{equation}
\left\langle e^{-V/T_e}\right\rangle\approx\int_0^\infty\frac{u^{-3/4}}{2\pi}\,e^{-uV_m/T_e}\,du
=\frac{\Gamma(1/4)}{2\pi}\left(\frac{T_e}{V_m}\right)^{1/4}.
\end{equation}
This is 0.202 here, against 0.206 from the full waveform. With the latter, $V_0=14.04+3\ln0.206=9.3$~V. Adding the Bohm energy $eT_e/2=1.5$~eV puts the ion energies between about 11 and 211~eV. The lower singularity sits at 11~eV, and $u$ must be read as $(E-E_{\min})/(eV_m)$. A fixed plasma potential needs a grounded wall much larger than the wafer. At the voltage minimum the wafer draws an electron flux of $1/0.206\approx4.8$ times the ion flux, and the plasma potential rises until the wall balances the current. With the same plasma at all surfaces and a wall of ten times the wafer area, it swings by 1.6~V and the lowest 2~eV hold 22.5\% of the ions instead of 20.5\%; for five times the area the values are 3.4~V and 24.8\%. The minimum stays quartic, so the exponent survives while the prefactor changes.

A spread $W$ of entry energies, or an analyser of resolution $W$, makes both peaks finite. By Eq.~\eqref{eq:ends} their heights scale as $W^{-3/4}$ and $W^{-1/2}$ for $W\ll eV_m$. Peak heights thus have no meaning without the resolution. An integrated fraction is robust only if its window contains the whole broadened peak and is much wider than $W$. The 2~eV window of the example, which starts exactly at the lowest energy, is not: a Gaussian spread of 1~eV full width at half maximum lowers its share from 20.5\% to 14.3\%.

With a rough cross section of $10^{-14}$~cm$^2$ the mean free path is 21~mm. With the Child-law thickness and no floor voltage, a collision befalls 3.6\% of the ions at the widest sheath and 1.5\% on phase average. The floor voltage and the Bohm entry speed thicken the sheath and, still without electrons, raise these values to about 4\% and 2\%. With Boltzmann electrons the result depends on the field assumed at the edge: it hardly changes for a field of $T_e$ per Debye length and reaches about 5.5\% and 3\% for a tenth of that field. For a transverse energy of 0.05~eV, the typical angle from the normal, $\arctan\sqrt{E_\perp/E}$, is $3.9^\circ$ at the lowest energy and $0.9^\circ$ at the highest. The slow ions are thus also the less well directed ones.

The plasma values are rough typical ones for low-pressure argon etching. The frequency is far below the widely used 13.56~MHz, where the present formula should not be applied to this sheath. The bulk of the silicon matters little: at 10~$\Omega\,$cm and 0.75~mm its ohmic drop is below 19~mV. This assumes an ohmic back contact; an oxide or a rectifying contact would add its own voltage drop. The dc coupling matters more, since many reactors hold the wafer on an insulating chuck. The ion current of 4.3~mA/cm$^2$ delivers 86~nC/cm$^2$ per period, which would charge a series capacitance of, say, 1~nF/cm$^2$ by 86~V. Unless the generator compensates this ramp, the sheath voltage is no longer Eq.~\eqref{eq:wave}, and the flat minimum that produces the $-3/4$ law is lost. The numerical output below lists the main values of the example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Density exponent at zero energy: -0.7500
Density exponent at maximum energy: -0.5000
Raised cosine, exponent at zero: -0.5000
Waveform dc, first, second harmonic / Vm: 0.375, 0.500, 0.125
Peak sheath voltage: 200 V
Bias frequency: 50 kHz
Electron temperature: 3.0 eV
Sheath-edge density: 1.0e+11 cm^-3
Ion mass: 40 u
Gas pressure: 2.0 mTorr
Gas temperature: 400 K
Ion-neutral cross section: 1.0e-14 cm^2
Mean ion energy: 75.00 eV
Median ion energy: 50.00 eV
Standard deviation: 72.89 eV
Energy of least density: 112.50 eV
Least density: 0.00245 per eV
Fraction in lowest 2 eV: 20.48 %
Fraction in highest 2 eV: 4.51 %
Fraction in 2 eV at least density: 0.490 %
Lowest-to-highest fraction ratio: 4.54
Bohm speed: 2.690 km/s
Impact speed at peak voltage: 31.06 km/s
Ion current density: 4.31 mA/cm^2
Largest sheath thickness: 0.753 mm
Ion transit time at peak voltage: 72.7 ns
Bias period: 20.0 us
omega times transit time: 0.0229
Peak edge speed / Bohm speed: 0.0508
Peak displacement / ion current: 0.0114
Trajectory test, largest CDF error: 0.0003
Trajectory test, top energy gain: 200.00 eV
High test frequency: 4.0 MHz
omega times transit time there: 1.828
Largest CDF error there: 0.5391
Lowest energy gain there: 5.29 eV
Top energy gain there: 183.84 eV
Ion mean free path: 20.7 mm
Collision probability, widest sheath: 3.57 %
Collision probability, phase mean: 1.52 %
Bohm entry energy: 1.50 eV
Phase mean of exp(-V/Te): 0.2064
Same mean from low-energy law: 0.2019
Floating voltage without bias: 14.04 V
Floor voltage for zero mean current: 9.31 V
Lowest ion energy with offsets: 10.81 eV
Highest ion energy with offsets: 210.81 eV
Silicon resistivity: 10 ohm cm
Silicon thickness: 0.75 mm
Upper bound on silicon voltage drop: 18.9 mV
Transverse ion energy: 0.05 eV
Typical angle at lowest energy: 3.89 degrees
Typical angle at highest energy: 0.88 degrees
\end{verbatim}
